\section*{Exact Kohn--Sham potential of a driven two-electron singlet in one dimension}

\section{Why an instantaneous inversion fails}

Suppose the density of two moving electrons is known at every instant. A tempting way to find the Kohn--Sham potential is to treat each snapshot as a ground-state density and to invert it as such. The potential obtained in this way does not reproduce the motion. A free Gaussian packet shows the fault: each snapshot looks like the ground state of a harmonic well, although no force acts on the packet.

The error is not small in a collision. For the model pair treated below, struck by a passing proton, an orbital driven by the snapshot potential reaches an integrated density error
\begin{equation}
D=\max_t\int |n_{\rm KS}(x,t)-n(x,t)|\,dx
\label{eq:D}
\end{equation}
of 0.73 electrons. Both densities integrate to 2, so half of $D$, about 0.36 electrons, is in the wrong place. What is missing is the phase of the orbital, and the current supplies it.

\section{Density, current and the orbital}

Hartree atomic units are used in the derivation. The two electrons form a spin singlet, so their spatial wavefunction $\Psi(x_1,x_2,t)$ is symmetric. It obeys
\begin{equation}
i\partial_t\Psi=\left[-\tfrac12\partial_1^2-\tfrac12\partial_2^2+V(x_1,x_2,t)\right]\Psi ,
\label{eq:tdse}
\end{equation}
where the real function $V$ contains the external potential of each electron and their repulsion $W(x_1-x_2)$. The density and current density are
\begin{equation}
n=2\int|\Psi|^2dx_2,\qquad
j=2\int{\rm Im}(\Psi^*\partial_1\Psi)\,dx_2 ,
\label{eq:nj}
\end{equation}
taken at $x_1=x$. From $\partial_t\Psi=-iH\Psi$, with $H$ the bracket in \eqref{eq:tdse},
\begin{align}
\partial_t|\Psi|^2&=2\,{\rm Re}(-i\Psi^*H\Psi)=2\,{\rm Im}(\Psi^*H\Psi)\nonumber\\
&=-\partial_1{\rm Im}(\Psi^*\partial_1\Psi)-\partial_2{\rm Im}(\Psi^*\partial_2\Psi).
\end{align}
The real $V$ drops out of the imaginary part. In the last line $|\partial_i\Psi|^2$ is real, so the derivative may be taken outside. Integrating over $x_2$ removes the second term, because $\Psi$ vanishes far away. Multiplication by 2 gives
\begin{equation}
\partial_t n+\partial_x j=0 .
\label{eq:cont}
\end{equation}

The Kohn--Sham system consists of two non-interacting electrons with the same density. We choose its initial state to be one doubly occupied orbital $\varphi$; a different initial state would in general need a different potential. The equation of motion keeps the orbital doubly occupied:
\begin{equation}
i\partial_t\varphi=\left[-\tfrac12\partial_x^2+v_s(x,t)\right]\varphi ,\qquad n=2|\varphi|^2 .
\label{eq:ks}
\end{equation}
We assume that $n$ and $j$ are smooth, that they vanish far away, and that $n>0$ in the region considered. Then the orbital has the polar form
\begin{equation}
\varphi=R\,e^{i\alpha},\qquad R=\sqrt{n/2},
\label{eq:polar}
\end{equation}
with real $\alpha$. Its current is
\begin{equation}
2\,{\rm Im}(\varphi^*\partial_x\varphi)
=2\,{\rm Im}(RR'+iR^2\alpha')=n\,\partial_x\alpha ,
\label{eq:ksj}
\end{equation}
where a prime denotes $\partial_x$.

Must this current equal the true one? In one dimension it must. Both currents obey \eqref{eq:cont} with the same $n$, so their difference is independent of $x$. Both vanish at the far left, so the difference is zero, and
\begin{equation}
j(x,t)=-\int_{-\infty}^{x}\partial_t n(x',t)\,dx' .
\label{eq:jfromn}
\end{equation}
Comparison with \eqref{eq:ksj} fixes the phase gradient,
\begin{equation}
\partial_x\alpha=u,\qquad u=j/n .
\label{eq:phasegrad}
\end{equation}
At the initial time this is a condition on the starting orbital: its phase must carry the initial current. In higher dimensions a current can have a divergence-free part that the density does not determine, and this argument does not carry over.

\section{The potential}

The derivatives of \eqref{eq:polar} are
\begin{align}
\partial_t\varphi&=(\partial_tR+iR\,\partial_t\alpha)e^{i\alpha},\\
\partial_x^2\varphi&=(R''+2iR'\alpha'+iR\alpha''-R\alpha'^2)e^{i\alpha}.
\end{align}
Since $\varphi\neq0$, equation \eqref{eq:ks} can be solved for the potential:
\begin{align}
v_s&=\frac{i\partial_t\varphi+\frac12\partial_x^2\varphi}{\varphi}\nonumber\\
&=\frac{R''}{2R}-\partial_t\alpha-\frac{\alpha'^2}{2}
+i\left[\frac{\partial_tR}{R}+\frac{R'\alpha'}{R}+\frac{\alpha''}{2}\right].
\label{eq:split}
\end{align}
From $R^2=n/2$ follow $\partial_tR/R=\partial_tn/(2n)$ and $R'/R=n'/(2n)$. With $\alpha'=u$, the bracket becomes
\begin{equation}
\frac{\partial_tn+n'u+nu'}{2n}=\frac{\partial_tn+\partial_x(nu)}{2n}=0
\end{equation}
by \eqref{eq:cont}. Continuity is therefore the condition for a real potential.

Integrating \eqref{eq:phasegrad} from an anchor point $x_0$ gives
\begin{equation}
\alpha(x,t)=\alpha_0(t)+\int_{x_0}^{x}u(x',t)\,dx' .
\label{eq:alpha}
\end{equation}
The real part of \eqref{eq:split} then reads
\begin{equation}
v_s=\underbrace{\frac{\partial_x^2\sqrt n}{2\sqrt n}}_{K}
-\frac{u^2}{2}-\int_{x_0}^{x}\partial_tu(x',t)\,dx'+c(t),
\label{eq:main}
\end{equation}
with $c=-d\alpha_0/dt$. The factor $1/\sqrt2$ in $R$ cancels in $R''/R$.

This also proves uniqueness for the chosen initial state. Any potential that reproduces $n$ at all times has an orbital with modulus $\sqrt{n/2}$ and phase gradient $u$. Only $\alpha_0(t)$ remains free, and it changes neither $n$ nor $j$. Equation \eqref{eq:main} is an inversion of given data. It does not predict $n$, and it is not a density functional that could replace the interacting calculation.

Differentiating \eqref{eq:main} removes $c(t)$ and gives a force balance,
\begin{equation}
\partial_tu+u\,\partial_xu=-\partial_x(v_s-K).
\label{eq:force}
\end{equation}
The left side is the acceleration of a fluid element. The Kohn--Sham force supplies it together with the force $+\partial_xK$, which comes from the shape of the density.

For numerical work $K$ is better written in terms of $n$. Since $(\sqrt n)'=n'/(2\sqrt n)$, a second differentiation gives
\begin{equation}
K=\frac12\,\frac{(\sqrt n)''}{\sqrt n}=\frac{n''}{4n}-\frac{(n')^2}{8n^2}.
\label{eq:K}
\end{equation}
This form avoids differentiating $\sqrt n$ where it has a sharp minimum.

\section{Cases that can be solved by hand}

\subsection{Rest and rigid motion}

If $u=0$ at all times, $v_s=K+c$, which is the ground-state inversion. Now let the density move rigidly, $n(x,t)=n_0(x-X(t))$. Then $\partial_tn=-\dot X n'$, and \eqref{eq:jfromn} gives $j=\dot Xn$, so $u=\dot X$. Equation \eqref{eq:main} becomes
\begin{equation}
v_s=K_0(x-X)-\ddot X\,x+c_1(t),
\end{equation}
where $K_0$ is the curvature term of $n_0$, and $c_1$ absorbs $-\dot X^2/2$ and $\ddot Xx_0$. The well travels with the density, and a uniform force $\ddot X$ accelerates it. A snapshot inversion finds the well but misses the force.

\subsection{A breathing Gaussian}

Let
\begin{equation}
n=\frac{2}{\sqrt\pi\,\sigma}e^{-x^2/\sigma^2},\qquad u=\frac{\dot\sigma}{\sigma}x ,
\end{equation}
with $\sigma=\sigma(t)$. The velocity is that of uniform stretching, and it satisfies continuity: $\partial_tn=n(-\dot\sigma/\sigma+2x^2\dot\sigma/\sigma^3)$ is the negative of $\partial_x(nu)$. Because $\sqrt n\propto e^{-x^2/2\sigma^2}$,
\begin{equation}
K=\frac{x^2}{2\sigma^4}-\frac1{2\sigma^2}.
\end{equation}
With $x_0=0$ the acceleration integral is
\begin{equation}
\int_0^x\partial_tu\,dx'=\frac{x^2}{2}\left(\frac{\ddot\sigma}{\sigma}-\frac{\dot\sigma^2}{\sigma^2}\right).
\end{equation}
Its $\dot\sigma^2$ part cancels $-u^2/2=-x^2\dot\sigma^2/(2\sigma^2)$ in \eqref{eq:main}, leaving
\begin{equation}
v_s=\frac{x^2}{2}\left(\frac1{\sigma^4}-\frac{\ddot\sigma}{\sigma}\right)+c_2(t).
\label{eq:gauss}
\end{equation}
A free packet has $\sigma^2=\sigma_0^2+t^2/\sigma_0^2$. Differentiating twice gives $\sigma\dot\sigma=t/\sigma_0^2$ and $\dot\sigma^2+\sigma\ddot\sigma=1/\sigma_0^2$. Hence
\begin{equation}
\sigma^3\ddot\sigma=\frac{\sigma^2}{\sigma_0^2}-\frac{t^2}{\sigma_0^4}=1 ,
\end{equation}
and the bracket in \eqref{eq:gauss} vanishes, as it should. The snapshot inversion would have kept the false well $x^2/(2\sigma^4)$.

\subsection{What happens at a node}

Where $n=0$, the quotient $j/n$ is undefined. To see how this point is approached, take an orbital that is locally $\varphi\propto\xi+i\delta(t)$, with $\xi=x-x_1$ and small real $\delta$. Then $n\propto\xi^2+\delta^2$, and
\begin{equation}
u=\frac{{\rm Im}(\varphi^*\varphi')}{|\varphi|^2}=-\frac{\delta}{\xi^2+\delta^2},\qquad
K=\frac{\delta^2}{2(\xi^2+\delta^2)^2}.
\end{equation}
Here $K$ and $-u^2/2$ cancel, although each has magnitude $1/(2\delta^2)$ at $\xi=0$. This linear form is only the leading term: it has uniform $j$ but $\partial_tn\propto2\delta\dot\delta$, so continuity requires a further term $\dot\delta\,\xi^2$ in $\varphi$. With it, $K-u^2/2$ keeps a remainder $\dot\delta\,\xi/(\xi^2+\delta^2)$, of order $1/\delta$, which is cancelled by the acceleration term. The phase step across the minimum is $\int u\,d\xi=-\pi\,{\rm sgn}\,\delta$. When $\delta$ changes sign, the step changes by $2\pi$. The last integral in \eqref{eq:main} then contains an instantaneous pulse on one side of the node, whose time integral has magnitude $2\pi$. Such a pulse multiplies the orbital there by $e^{\pm2\pi i}=1$, so it leaves the orbital unchanged. For an interacting density, $j$ and $n$ at a deep minimum need not be related in this way, so the cancellation is not guaranteed. A grid must resolve the width of the minimum.

\section{Exchange, correlation and energy transfer}

Write $v_s=v_{\rm ext}+v_{\rm H}+v_{\rm x}+v_{\rm c}$, with $v_{\rm H}(x)=\int W(x-x')n(x')dx'$. In a doubly occupied orbital each electron feels the other one only, whose density is $|\varphi|^2=n/2$. Hence $v_{\rm H}+v_{\rm x}=v_{\rm H}/2$, that is, $v_{\rm x}=-v_{\rm H}/2$, and
\begin{equation}
v_{\rm c}=v_s-v_{\rm ext}-\tfrac12v_{\rm H}
\label{eq:vc}
\end{equation}
up to a function of time.

The current also fixes the energy given to the target. Let a projectile add the potential $w(x,t)$ to a static target Hamiltonian $H_0$. The full energy changes at the rate $\int n\,\partial_tw\,dx$, and $\langle H_0\rangle=\langle H\rangle-\int nw\,dx$. Therefore
\begin{align}
\frac{d\langle H_0\rangle}{dt}&=\int n\,\partial_tw\,dx-\frac{d}{dt}\int nw\,dx
=-\int w\,\partial_tn\,dx\nonumber\\
&=\int w\,\partial_xj\,dx=-\int j\,\partial_xw\,dx .
\label{eq:work}
\end{align}
The last step is an integration by parts with $j=0$ far away. The Kohn--Sham current equals $j$, so it gives the same work, although the Kohn--Sham orbital energy is not the interacting energy.

\section{A proton passing an electron pair}

\subsection{The model}

A 40 keV proton moves on a straight line perpendicular to $x$ and crosses the axis at $b=0.15$ nm. The coordinate $x$ thus lies along the impact parameter, the direction of the net impulse. With lengths in bohr, the potentials are
\begin{equation}
v_{\rm well}=-\frac{2}{\sqrt{x^2+a^2}},\quad
W=\frac1{\sqrt{(x_1-x_2)^2+s^2}},\quad
w=-\frac1{\sqrt{(x-b)^2+y^2+s^2}},
\end{equation}
where $a=0.075$ nm and $s=0.05$ nm, and $y$ is the proton's position on its track, from $-0.6$ to $0.6$ nm. The passage takes 0.4335 fs, so the speed is $1.2/0.4335=2.77$ nm/fs. The pair starts in the ground state of the target alone, and the proton's field is present from the first instant. The ionization energy of the pair is 11.7 eV. Equation \eqref{eq:tdse} is solved on a grid, and \eqref{eq:main} is applied to its density and current.

\subsection{The potential at closest approach}

With $x_0=0$ and $c=0$, the terms at $y=0$ are as follows (energies in eV).

\begin{center}
\begin{tabular}{rrrrrr}
$x$ (nm) & $u$ (nm/fs) & $K$ & $-u^2/2$ & $-\int\partial_tu$ & $v_s$\\
\hline
$-0.150$ & 0.28 & 5.26 & $-0.22$ & 3.18 & 8.22\\
0.000 & 0.28 & $-5.11$ & $-0.23$ & 0.00 & $-5.34$\\
0.075 & 0.61 & $-0.07$ & $-1.07$ & $-4.07$ & $-5.21$\\
0.150 & 0.45 & $-2.02$ & $-0.59$ & $-11.93$ & $-14.54$\\
0.225 & $-0.62$ & 15.82 & $-1.11$ & $-14.69$ & 0.02
\end{tabular}
\end{center}

At the proton's position, $x=0.15$ nm, the sum is $-2.02-0.59-11.93=-14.54$ eV. Relative to $x=0$ this is a well of depth $14.54-5.34=9.2$ eV. The curvature term alone would put this point $-2.02+5.11=3.1$ eV above $x=0$ instead of below it. The acceleration integral makes the difference; the term $-u^2/2$ contributes only $-0.4$ eV to it.

The velocity changes sign between 0.15 and 0.225 nm. With $n=2.334$ and $0.180$ nm$^{-1}$ at these points, the currents are $2.334\times0.455=1.06$ and $0.180\times(-0.624)=-0.11$ electrons per fs. By \eqref{eq:cont} the interval therefore gains $1.06+0.11=1.17$ electrons per fs at this instant: charge flows in from both sides.

For the correlation potential, \eqref{eq:vc} uses differences from $x=0$. At $x=0.15$ nm these are $-9.21$ eV for $v_s$, $1.53$ eV for $v_{\rm ext}$ and $-7.97$ eV for $v_{\rm H}/2$, so
\begin{equation}
v_{\rm c}(0.15)-v_{\rm c}(0)=-9.21-1.53+7.97=-2.77\ {\rm eV}.
\end{equation}
At the other points in the numerical output the difference lies between $-1.3$ and $-2.5$ eV. Correlation is thus a sizeable part of the potential in this model. Most of it is present before the collision: in the ground state the same difference is $-2.63$ eV at $x=\pm0.15$ nm. The values of $v_s$ and $v_{\rm c}$ at 0.15 nm shift by about 0.02 eV when the pair grid is coarsened from 0.015 to 0.02 nm.

\subsection{Does the orbital follow the pair?}

An orbital started from $\sqrt{n/2}$ and driven by the reconstructed $v_s$ gives $D=0.0012$ electrons, against 0.73 with $K$ alone. At the end, $\int|j_{\rm KS}-j|\,dx$ is 0.004 atomic units of velocity; the proton's speed is 1.27 in the same unit. These residuals come from the numerical treatment, since \eqref{eq:main} contains no approximation. Their separate sources were not isolated.

A further test removes $W$. For non-interacting electrons \eqref{eq:main} must return $v_{\rm ext}$ up to a constant. At three times during the passage, in the region where the density is appreciable, the largest density-weighted rms deviation is 0.40 meV.

Driving the same initial orbital with $v_{\rm ext}+v_{\rm H}/2$, where $v_{\rm H}$ is taken from the true density, gives $D=0.40$ electrons. This number does not measure dynamical correlation alone: the initial orbital is not stationary in the uncorrelated potential, and over the same time it already reaches an error of 0.24 electrons without the proton.

The pair gains 3.67 eV on this finite track; a longer one, from $-1.0$ to $1.0$ nm, gives 3.57 eV. For the track used here the work \eqref{eq:work} is also 3.67 eV, from the true current and from the Kohn--Sham current. A free electron held at $x=0$ would receive an impulse of 0.485 atomic units across the track. Two such electrons would gain $2\times0.485^2/2=0.235$ hartree, or 6.4 eV. The bound, moving pair gains less. The 3.67 eV is an average over outcomes and lies below the ionization energy, yet 0.03 electrons are found beyond 0.5 nm at the end.

\subsection{Relation to implantation}

Hydrogen implantation for splitting silicon wafers uses protons of roughly tens of keV, so the projectile energy is realistic. The pair is a model with round parameters, not a computed silicon bond, and 3.67 eV is not a stopping power. One assumption that a solid clearly breaks is isolation. Taking 32 valence electrons in a cubic cell of about 0.54 nm as free gives a plasmon energy $\hbar\omega_p=16.7$ eV and a dynamic screening length, speed over $\omega_p$, of 0.11 nm. This is shorter than $b$. If the proton's field were that of an exponentially screened charge, it would be multiplied at distance $b$ by the factor $(1+1.38)e^{-1.38}=0.60$, since $0.15/0.109=1.38$. For a weak kick the energy scales as the square of the field, which would give $0.36\times3.67=1.3$ eV. Propagating the pair with $w$ multiplied by $e^{-r/\lambda}$, $\lambda=0.109$ nm, gives 1.7 eV if $r$ is the softened distance in $w$ and 2.6 eV if it is the plain distance. This estimate is rough, because the screening of a moving charge is not static. The dynamic length is meant for a projectile much faster than the valence electrons, whereas the proton moves at only 1.3 times their free-electron Fermi velocity. With the static Thomas--Fermi length of 0.048 nm instead, the same two choices give 0.3 and 1.1 eV; the spread is large because this length equals the softening length of the model.

Motion along the track is also absent. A fixed electron receives 0.197 atomic units of impulse in that direction during the approach and loses it during the departure. This is 41\% of the net impulse across the track. The ratio depends on where the track is cut: for an unlimited track the two impulses would be 0.264 and 0.502 atomic units, a ratio of 53\%. The cancellation is incomplete for an electron that moves. The proton's charge is held fixed, and electron capture into states that travel with it is not represented; its effect was not estimated. Other omissions are small here: the energy gain is $9\times10^{-5}$ of the proton's energy, its speed is 0.9\% of that of light, and the thermal energy at 300 K is 0.026 eV, far below the ionization energy.

\section*{Numbers as computed}
\begin{verbatim}
proton energy 40.0 keV, impact parameter 0.15 nm
proton speed 1.2654 atomic units
track from -0.6 to 0.6 nm, lasting 0.4335 fs
well charge 2 e, well softening 0.075 nm
softening: pair 0.05 nm, proton 0.05 nm
pair grid: 180 points per electron, spacing 0.015 nm
KS grid spacing 0.0075 nm; 1500 steps of 0.2890 as
pair ground-state energy -41.373 eV
ionization energy of the pair 11.665 eV
At closest approach, phase anchored at x = 0:
x(nm) n(1/nm) u(nm/fs) curvature -u^2/2 -int(du/dt) v_s (eV)
-0.225   0.1170   0.3037    7.174   -0.262    4.666   11.578
-0.150   0.8913   0.2809    5.262   -0.224    3.178    8.215
-0.075   4.9099   0.2489    0.453   -0.176    1.591    1.868
 0.000  11.1680   0.2832   -5.107   -0.228   -0.000   -5.335
 0.075   7.0764   0.6124   -0.072   -1.066   -4.072   -5.210
 0.150   2.3344   0.4549   -2.023   -0.588  -11.930  -14.541
 0.225   0.1798  -0.6239   15.822   -1.107  -14.694    0.022
Same time, each potential set to zero at x = 0 (eV):
x(nm)  v_s  v_ext  v_H/2  v_c
-0.225   16.913   31.557  -13.353   -1.291
-0.150   13.550   25.599  -10.040   -2.009
-0.075    7.203   14.107   -4.433   -2.471
 0.000    0.000    0.000    0.000    0.000
 0.075    0.125    4.379   -2.379   -1.875
 0.150   -9.206    1.534   -7.973   -2.767
 0.225    5.357   19.388  -12.290   -1.741
continuity current, largest error 1.9e-06 atomic units
known potential recovered, rms error 0.40 meV
Largest integrated density error over the run (electrons):
  reconstructed v_s 1.24e-03
  curvature term only 0.726
  v_ext + v_H/2, no correlation 0.4042
Final integrated current error (atomic units):
  local derivative 4.1e-03, Fourier 4.5e-03
energy gain of the pair 3.6697 eV
work from true current 3.6697 eV
work from KS current 3.6697 eV
Neglected effects:
  impulse across track, fixed electron 0.485 atomic units
  passing impulse along track 0.197 atomic units
  silicon lattice constant used, rough 0.54 nm
  valence plasmon energy, free-electron 16.7 eV
  dynamic screening length 0.109 nm
  energy gain / proton energy 9.2e-05
  proton speed / light speed 0.0092
  thermal energy at 300 K 0.0259 eV
  electrons beyond 0.5 nm at the end 0.0309
  final density at box edge 3.2e-05 1/nm
\end{verbatim}
